# Finite-size correction for a charge in a periodic dielectric

A charge $q$ sits in a dielectric, and one wants its electrostatic energy $E_\infty$ when it is alone in an infinite medium. What is computed is the energy $E_{\rm per}$ per cell of a periodic array, with one charge in each cubic cell of edge $L$ and volume $V=L^3$. The problem is to find $E_\infty-E_{\rm per}$, the amount to be added to the periodic energy.

The medium is linear, local and isotropic. Its permittivity $\varepsilon(r)$ and the charge density $\rho(r)$ are spherical about the site. Outside a sphere of radius $a<L/2$ the permittivity has its bulk value $\varepsilon$, and $\rho$ is localized well within the cell. A uniform background of density $-q/V$ fills the whole cell, including any cavity, and makes it neutral. The potential $\phi$ is periodic, so the mean electric field is zero (a conducting boundary at infinity). Gaussian-type units are used: $\nabla\cdot(\varepsilon\nabla\phi)=-4\pi\rho_{\rm tot}$ with $\rho_{\rm tot}=\rho-q/V$. For energies in eV and lengths in Å, $q^2$ is multiplied by $e^2/4\pi\epsilon_0=14.3996$ eV Å.

## (a) The energy and the zero of potential

**Show that the energy of the neutral cell does not depend on the zero of $\phi$, and find its simplest form.**

In a linear medium the work of assembling the free charge is
$$E_{\rm per}=\tfrac12\int_V\Big(\rho-\frac qV\Big)\phi\,d^3r .$$
Replacing $\phi$ by $\phi+c$ adds $\tfrac12c(q-q)=0$. We may therefore choose $\langle\phi\rangle=0$, where the brackets denote the cell average. The background term $-\tfrac12q\langle\phi\rangle$ then vanishes, and
$$E_{\rm per}=\tfrac12\int_V\rho\,\phi\,d^3r,\qquad \langle\phi\rangle=0 .$$
The background has not disappeared from the physics, since it is still a source of $\phi$. For the isolated charge, $E_\infty=\tfrac12\int\rho\phi_\infty d^3r$ with $\phi_\infty\to0$ at infinity.

## (b) The potential of the array near one charge

**Let $G$ be the zero-mean periodic potential of unit point charges plus background in vacuum. Find its form near the origin.**

Set $w=G-1/r$. For $r<L$ there is no other point charge, so only the background is left as a source:
$$\nabla^2w=\frac{4\pi}{V}.$$
Since $\nabla^2r^2=6$, one solution is $2\pi r^2/(3V)$. The rest of $w$ is harmonic, regular and has cubic symmetry. Inversion removes odd angular orders. Order 2 is absent because the one quadratic form with cubic symmetry is a multiple of $r^2$, which is not harmonic. A constant remains, then terms from order 4 upwards. By dimension the constant is a number divided by $L$, so
$$G=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3V}+h(\mathbf r),\qquad \nabla^2h=0,\quad h=O(r^4/L^5).$$
The number $\alpha$ is defined by this equation.

## (c) The lattice constant

**Derive a rapidly convergent expression for $\alpha$.**

Add and subtract at each lattice site $\mathbf n$ a unit Gaussian charge whose potential is $\mathrm{erf}(\eta r)/r$. The point charges minus the Gaussians give the short-range sum $\sum_{\mathbf n}\mathrm{erfc}(\eta|\mathbf r-\mathbf n|)/|\mathbf r-\mathbf n|$. Its cell average is
$$\frac1V\int_0^\infty4\pi r\,\mathrm{erfc}(\eta r)\,dr=\frac{4\pi}{V}\,\frac1{4\eta^2}=\frac{\pi}{\eta^2V},$$
which must be subtracted to make $\langle G\rangle=0$. The Gaussians plus background give a Fourier series over reciprocal vectors $\mathbf k\ne0$, which has zero mean. At the origin, $[\mathrm{erfc}(\eta r)-1]/r\to-2\eta/\sqrt\pi$. Hence
$$\frac{\alpha}{L}=\frac{2\eta}{\sqrt\pi}+\frac{\pi}{\eta^2V}-\sum_{\mathbf n\ne0}\frac{\mathrm{erfc}(\eta n)}{n}-\sum_{\mathbf k\ne0}\frac{4\pi}{Vk^2}e^{-k^2/4\eta^2}.$$
The value is $\alpha=2.837297$, independent of $\eta$.

A direct sum checks it. Each point charge is joined with its own cube of background, and the potentials of these neutral cells are added at the origin, leaving out the central point charge. In units of $1/L$ the sum is $-2.313699$. This differs from $-\alpha$ because the summed potential does not have zero mean. The mean equals the integral of one cell's potential over all space, divided by $V$. In Fourier space this is the limit $k\to0$ of $4\pi\rho_{\rm cell}(k)/(k^2V)$. A neutral cell of cubic symmetry has $\rho_{\rm cell}(k)\approx-\tfrac{k^2}{6}\int r^2\rho_{\rm cell}d^3r$, and here $\int r^2\rho_{\rm cell}d^3r=-L^2/4$. The mean is therefore
$$-\frac{2\pi}{3V}\Big(-\frac{L^2}{4}\Big)=\frac{\pi}{6L}.$$
Subtracting $\pi/6=0.523599$ from the direct sum gives $-2.8373$, as required.

## (d) A charged defect in a uniform dielectric

**Take $\varepsilon(r)=\varepsilon$ everywhere and a smeared charge. Find $E_\infty-E_{\rm per}$ and apply it to a Gaussian defect.**

The periodic potential is $\phi(\mathbf r)=\varepsilon^{-1}\int\rho(r')G(\mathbf r-\mathbf r')d^3r'$, which has zero mean because $G$ has. Subtracting the isolated potential replaces $G$ by $w$. With $S=\int r^2\rho\,d^3r$, the three parts of $w$ give the following.

- The constant gives $-\alpha q/L$.
- Since $\int\rho(r')\mathbf r'd^3r'=0$, we have $\int\rho(r')|\mathbf r-\mathbf r'|^2d^3r'=qr^2+S$.
- The average of a harmonic function over a sphere is its value at the centre. Each spherical shell of $\rho$ therefore contributes its charge times $h(\mathbf r)$, in total $qh(\mathbf r)$.

Thus
$$\phi-\phi_\infty=\frac1\varepsilon\Big[-\frac{\alpha q}{L}+\frac{2\pi(qr^2+S)}{3V}+qh(\mathbf r)\Big].$$
Multiply by $\tfrac12\rho$ and integrate. The middle term gives $\tfrac12\cdot\frac{2\pi}{3V}(qS+qS)$, and the last gives $\tfrac12q^2h(0)=0$. Therefore
$$E_\infty-E_{\rm per}=\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi qS}{3\varepsilon L^3}.$$
For a Gaussian the error is the exponentially small overlap of its tails with those of its images.

A Gaussian of width $\sigma$ has $S=3\sigma^2q$. Take $q=2e$, $\sigma=1$ Å, $\varepsilon=10$ and $L=12$ Å:
$$\frac{2.8373\times4\times14.3996}{2\times10\times12}=0.6809\ {\rm eV},\qquad
-\frac{2\pi\times4\times3\times14.3996}{3\times10\times12^3}=-0.0209\ {\rm eV}.$$
The periodic energy, summed directly in reciprocal space, is 0.9648 eV. Adding the correction of 0.6600 eV (63.68 kJ/mol) gives 1.6248 eV, the isolated energy. At $L=16$ Å the periodic energy is 1.1230 eV and the correction 0.5019 eV; before rounding, their sum is again 1.6248 eV. Uncorrected, the two cells are too low by 41% and 31% of the isolated energy.

## (e) A permittivity that varies near the charge

**Now let $\varepsilon(r)$ differ from $\varepsilon$ for $r<a$. Find the correction and the order of its error.**

Let $\mathbf D=-\varepsilon(r)\nabla\phi$. Integration by parts in the periodic cell gives $E_{\rm per}=\frac1{8\pi}\int D^2/\varepsilon(r)\,d^3r$. Define this integral as $U[\mathbf D_t]$ for any periodic trial field with $\nabla\cdot\mathbf D_t=4\pi\rho_{\rm tot}$. For any continuous periodic trial potential $\psi$, with $\mathbf F=-\nabla\psi$, expand the square:
$$\frac1{8\pi}\int\frac{(\mathbf D_t-\varepsilon(r)\mathbf F)^2}{\varepsilon(r)}d^3r
=U[\mathbf D_t]-\Big\{\int\rho_{\rm tot}\psi\,d^3r-\frac1{8\pi}\int\varepsilon(r)F^2d^3r\Big\},$$
where $\int\mathbf D_t\cdot\mathbf F\,d^3r=4\pi\int\rho_{\rm tot}\psi\,d^3r$ was used. The left side is never negative. Choosing $\psi=\phi$ makes the brace equal to $E_{\rm per}$, so $U[\mathbf D_t]\ge E_{\rm per}$. Choosing $\mathbf D_t=\mathbf D$ shows that the brace never exceeds $E_{\rm per}$. The true energy thus lies between the two, and the left side is the width of the interval.

**Upper bound.** Use for $\mathbf D_t$ the field of the uniform-medium problem in (d). With $q_{\rm enc}(r)$ the part of $\rho$'s charge inside radius $r$, this field for $r<a$ is
$$\mathbf D_t=D_r\hat{\mathbf r}-q\nabla h,\qquad D_r=\frac1{r^2}\Big[q_{\rm enc}(r)-\frac{4\pi qr^3}{3V}\Big].$$
The bracket is the enclosed charge including background, as Gauss's law demands. Let $\Delta(r)=1/\varepsilon(r)-1/\varepsilon$. Relative to the uniform medium, $U$ changes by $\frac1{8\pi}\int\Delta D_t^2d^3r$. The cross term between $D_r$ and $\partial_rh$ vanishes on angular integration, which leaves
$$\frac12\int_0^a\Delta(r)\Big[q_{\rm enc}-\frac{4\pi qr^3}{3V}\Big]^2\frac{dr}{r^2}+\frac{q^2}{8\pi}\int_{r<a}\Delta|\nabla h|^2d^3r .$$
Since $|\nabla h|=O(r^3/L^5)$, the last term is $O(L^{-10})$.

**Width.** Outside $r=a$ let $\psi$ be the uniform-medium potential. Inside, let it be $f(r)+qh/\varepsilon$ with $f'=-D_r/\varepsilon(r)$, and fix the constant in $f$ by continuity at $a$. Then $\mathbf D_t-\varepsilon(r)\mathbf F$ is zero outside and $-q[1-\varepsilon(r)/\varepsilon]\nabla h$ inside. The width is therefore also $O(L^{-10})$.

**Expansion.** The square gives
$$\frac12\int\Delta\frac{q_{\rm enc}^2}{r^2}dr-\frac{4\pi q}{3V}\int\Delta\,q_{\rm enc}\,r\,dr+\frac{8\pi^2q^2}{9V^2}\int\Delta\,r^4dr .$$
The first term is the change of the isolated energy, for which $D_r=q_{\rm enc}/r^2$, and it cancels in the difference. Combining the others with (d), and noting the change of sign in $E_\infty-E_{\rm per}$,
$$\boxed{E_\infty-E_{\rm per}=\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi qQ_{\rm eff}}{3\varepsilon L^3}-\frac{8\pi^2q^2M}{9L^6}+O(L^{-10})}$$
$$Q_{\rm eff}=S-2\varepsilon\int\Delta\,q_{\rm enc}\,r\,dr,\qquad M=\int\Delta\,r^4dr .$$

The leading term contains the charge and the bulk permittivity alone. The $L^{-3}$ term knows about the surroundings of the charge through $Q_{\rm eff}$, which has a simple meaning. In a uniform medium $\varepsilon$, the isolated field $q_{\rm enc}/[\varepsilon(r)r^2]$ would need an enclosed source charge $\varepsilon q_{\rm enc}/\varepsilon(r)=q_{\rm enc}+\varepsilon\Delta q_{\rm enc}$. The second moment of that source is
$$\int r^2d(q_{\rm enc})+\int r^2d(\varepsilon\Delta q_{\rm enc})=S-2\varepsilon\int\Delta q_{\rm enc}r\,dr=Q_{\rm eff},$$
by parts, with no boundary term because $\Delta=0$ outside.

**Numerical test.** Take $\varepsilon(r)=10-9e^{-(r/2)^4}$ and a Gaussian charge with $q=1$, $\sigma=0.6$, in reduced units. The three-dimensional Poisson equation was solved in the cell and compared with the isolated radial energy:

| $L$ | solved difference | $L^{-1}$ term | through $L^{-3}$ | through $L^{-6}$ |
|---|---|---|---|---|
| 8 | 0.020296 | 0.017733 | 0.020342 | 0.020296 |
| 12 | 0.012591 | 0.011822 | 0.012595 | 0.012591 |

The leading term alone misses 13% of the difference at $L=8$ and 6% at $L=12$. For a second profile, in smaller cells where the remainder is large enough to be resolved, the measured decay between $L=5.6$ and $7.0$ is $L^{-10.04}$, in accord with the bounds.

## (f) A solvated ion

**Place a point charge at the centre of an empty cavity of radius $R$ in a solvent of permittivity $\varepsilon$. Find the correction, and the cell size at which its first two terms are equal.**

Here $S=0$ and $q_{\rm enc}=q$, while $\Delta=1-1/\varepsilon$ for $r<R$ and zero beyond. The infinite self-energy of the point charge is the same in both systems and cancels. The integrals are
$$Q_{\rm eff}=-2\varepsilon\Big(1-\frac1\varepsilon\Big)q\frac{R^2}{2}=-(\varepsilon-1)qR^2,\qquad M=\Big(1-\frac1\varepsilon\Big)\frac{R^5}{5},$$
so that, up to $O(L^{-10})$,
$$E_\infty-E_{\rm per}=\frac{\alpha q^2}{2\varepsilon L}+\Big(1-\frac1\varepsilon\Big)q^2\Big[\frac{2\pi R^2}{3L^3}-\frac{8\pi^2R^5}{45L^6}\Big].$$
The $L^{-3}$ term is positive, opposite to that of the Gaussian defect: polarization charge of sign opposite to $q$ on the cavity wall makes $Q_{\rm eff}/q$ negative. For $\varepsilon=1$ the cavity terms vanish and $\alpha q^2/2L$ remains. For $\varepsilon\to\infty$ the leading term vanishes, but the cavity terms do not, because the background inside the cavity is unscreened there.

Equating the first two terms gives $\alpha/(2\varepsilon L)=2\pi R^2(\varepsilon-1)/(3\varepsilon L^3)$, or
$$L=R\sqrt{\frac{4\pi(\varepsilon-1)}{3\alpha}} .$$
The cavity fits in such a cell ($L>2R$) only if $\varepsilon>1+3\alpha/\pi\approx3.71$; for smaller $\varepsilon$ the leading term is the larger in every allowed cell. For $R=2$ Å and $\varepsilon=80$ the length is 21.6 Å. In smaller cells, within the range of the expansion, the $L^{-3}$ term is the larger.

With $q=e$ and $L=20$ Å,
$$\frac{2.8373\times14.3996}{2\times80\times20}=0.01277\ {\rm eV},\qquad
\frac{2\pi\times14.3996\times2^2\times0.9875}{3\times20^3}=0.01489\ {\rm eV}.$$
The $L^{-6}$ term is $-0.00001$ eV, and the total is 0.0276 eV (2.67 kJ/mol). Stopping at the leading term would supply less than half of it.

To compare total energies, subtract the self-energy of the isolated point charge in vacuum. The field outside the cavity then gives the Born energy,
$$\frac{q^2}{2}\int_R^\infty\Big(\frac1\varepsilon-1\Big)\frac{dr}{r^2}=-\frac{q^2}{2R}\Big(1-\frac1\varepsilon\Big)=-3.5549\ {\rm eV}.$$
The periodic value is $-3.5826$ eV, and adding 0.0276 eV restores the Born energy to rounding.

## (g) Which periodic energy is being corrected?

**A solvation energy may be reported without the interaction of the ion with its own images and background in vacuum. How does the correction change?**

By (d) with $\varepsilon=1$ and $S=0$, that omitted energy is $-\alpha q^2/(2L)$. The reported energy is $E_{\rm per}+\alpha q^2/(2L)$, so the leading correction becomes
$$\frac{\alpha q^2}{2\varepsilon L}-\frac{\alpha q^2}{2L}=-\frac{\alpha q^2}{2L}\Big(1-\frac1\varepsilon\Big).$$
The higher terms are unchanged. For the ion above, the omitted energy is $-1.0214$ eV and the reported energy $-2.5612$ eV. The corrected value is $-2.5612-1.0086+0.0149=-3.5549$ eV. The leading correction has changed sign and grown by a factor $\varepsilon-1=79$, although the physical system is the same. One must therefore know whether the self-image energy is included before choosing the formula.

## (h) Where the result stops

**Which conditions must be checked before applying it to an atomistic calculation?**

The charge and the altered region must fit inside the cell; a carrier spread over the whole cell has no size-independent $Q_{\rm eff}$. The value of $\varepsilon$ must describe the responses allowed in the periodic calculation: electronic response alone if the nuclei are fixed, and the nuclear response too if they relax. Anisotropic media, nonspherical cavities and screening that depends on wavelength lie outside the derivation.

The model also has no molecular or atomic structure. A real solvent or crystal can shift the mean potential against which the charge is measured. For an ion this concerns the potential offset between solvent and vacuum, and for a defect the alignment of the electron reservoir with the bulk bands. Such shifts multiply $q$ and lie outside the model, but one overlap must be avoided. By (d), the periodic potential outside the charge exceeds the point-charge potential $qG/\varepsilon$ by the constant $2\pi S/(3\varepsilon V)$; with a varying permittivity $S$ becomes $Q_{\rm eff}$, to order $L^{-3}$. Minus $q$ times this offset is the $L^{-3}$ term of the boxed formula ($-0.0209$ eV for the defect at $L=12$ Å). An alignment read from the far potential of the charged cell against a point-charge model therefore already contains that term, and adding both counts it twice. What ions and defects share is the boxed formula; they differ in $Q_{\rm eff}$ and $M$. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
alpha, Ewald sum: 2.83729748
alpha, direct sum over neutral cubes: 2.837297
direct sum before mean-potential offset: -2.313699
mean-potential offset pi/6: 0.523599
Green function remainder on axis, r=0.1 L: 3.1143e-04 /L
same, angular mean: 2.0e-08 /L
order of remainder in r: 4.002
Smooth-cavity test, reduced units (q=1, Coulomb constant=1)
eps bulk 10, centre 1, radius 2.0, profile power 4, sigma 0.6
isolated energy: 0.1261588; Q_eff: -6.37729; M: 1.36862
Q_eff from second moment of effective source: -6.37729
L | solver E_iso-E_per | L^-1 | through L^-3 | through L^-6
8 | 0.0202956 | 0.0177331 | 0.0203418 | 0.0202960
10 | 0.0155101 | 0.0141865 | 0.0155221 | 0.0155101
12 | 0.0125910 | 0.0118221 | 0.0125950 | 0.0125910
second profile: eps 2, radius 2.0, power 8, sigma 0.5
remainder at L=5.6: -1.870e-05; at L=7.0: -1.991e-06
measured inverse power of L in remainder: 10.04
Coulomb constant e^2/(4 pi eps0): 14.399645 eV angstrom
1 eV per particle: 96.4853 kJ/mol
ION: q=1 e, R=2.0 angstrom, eps=80, L=20 angstrom
ion L^-1 term: 0.012768 eV
ion L^-3 term: 0.014891 eV
ion L^-6 term: -0.000012 eV
ion total correction: 0.027646 eV = 2.6674 kJ/mol
ion periodic energy, vacuum self-energy removed: -3.582558 eV
ion isolated (Born) energy: -3.554912 eV
vacuum self-image energy: -1.021402 eV
periodic solvation energy without self-image: -2.561156 eV
its leading correction: -1.008634 eV
L where L^-1 and L^-3 terms are equal: 21.599 angstrom
DEFECT: q=2 e, sigma=1.0 angstrom, eps=10
defect isolated energy: 1.624826 eV
L (angstrom) | periodic | L^-1 term | L^-3 term | corrected (eV)
12 | 0.964835 | 0.680935 | -0.020943 | 1.624826
16 | 1.122961 | 0.510701 | -0.008836 | 1.624826
defect correction, L=12 angstrom: 0.659991 eV = 63.679 kJ/mol
defect correction, L=16 angstrom: 0.501865 eV = 48.423 kJ/mol
```
